# Plasmon-induced gap shrinkage in a lightly doped monolayer semiconductor

## A hole and a single plasmon

Take one immobile hole that pushes on one plasmon mode of energy $\omega$ with coupling $g$. All frequencies here are written as energies. Completing the square gives

$$H=\omega a^\dagger a+g(a+a^\dagger)=\omega\left(a^\dagger+\frac g\omega\right)\left(a+\frac g\omega\right)-\frac{g^2}{\omega}.$$

The first term is an oscillator with lowest energy zero, so the hole gains $g^2/\omega$. The oscillator settles into a displaced position, as it would under any constant force. This is static screening.

Now let the hole move. Exciting the mode transfers momentum $\hbar q$, so the intermediate state also contains the recoil energy $\varepsilon=\hbar^2q^2/2m$. Second-order perturbation theory gives

$$\Delta E=-\frac{g^2}{\omega+\varepsilon},\qquad \frac{\text{static gain}}{\text{dynamic gain}}=1+\frac{\varepsilon}{\omega}.$$

Static screening overestimates the gain because it omits recoil. The error is small only if the plasmon is fast compared with the recoil.

A lower hole energy means a higher valence top, and a lower electron energy means a lower conduction bottom. Both shifts shrink the gap. What remains is to find the modes and couplings of a doped monolayer.

## Interaction and carrier response

Let $e^2$ stand for $e^2/4\pi\epsilon_0$ and $\sum_{\mathbf q}$ for $\int d^2q/(2\pi)^2$. An undoped sheet of polarizability $\alpha$ in surroundings of dielectric constant $\kappa$ carries induced charge $-\alpha q^2\phi$. Then $\phi=(2\pi/\kappa q)(\rho-\alpha q^2\phi)$, and solving for $\phi$ gives the interaction

$$W_0(q)=\frac{2\pi e^2}{q(\kappa+r_0q)},\qquad r_0=2\pi\alpha.$$

The doped electrons have density $n$, mass $m_c$ and spin-valley degeneracy $g_s$. In the random-phase approximation they respond to the total potential, so $W=W_0-W_0\Pi W$ and

$$W=\frac{W_0}{1+W_0\Pi},\qquad \delta W=W-W_0=-\frac{W_0^2\Pi}{1+W_0\Pi}.$$

With $h=\hbar^2/m_c$ and $D=h(q^2/2+kq\cos\theta)$, the polarizability at zero temperature and imaginary frequency is

$$\Pi(q,i\nu)=g_s\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\frac{2D}{D^2+\nu^2}.$$

Write $2D/(D^2+\nu^2)=2\,\mathrm{Re}\,(D+i\nu)^{-1}$. The angular average of $(a+b\cos\theta)^{-1}$ is $(a^2-b^2)^{-1/2}$, here with $a=hq^2/2+i\nu$ and $b=hkq$. The remaining $k$ integral is elementary:

$$\Pi=\frac{g_s}{\pi}\mathrm{Re}\,\frac{a-\sqrt{a^2-h^2k_F^2q^2}}{h^2q^2}
=N\left[1-\frac1x\mathrm{Re}\sqrt{(x+iu)^2-1}\right],$$

where $x=q/2k_F$, $u=\nu/(hk_Fq)$, and $N=g_s/2\pi h$ is the density of states.

## Contribution of the valence top

Let $B(q,\nu)=-\mathrm{Im}\,\delta W\ge0$ be the loss spectrum at real positive frequency. The time-ordered interaction is

$$\delta W(q,\omega)=\int_0^\infty\frac{d\nu}{\pi}B\left[\frac1{\omega-\nu+i\eta}-\frac1{\omega+\nu-i\eta}\right].$$

The GW self-energy is $\delta\Sigma(E)=i\sum_{\mathbf q}\int(d\omega/2\pi)\,G(E+\omega)\,\delta W(\omega)$. For a filled state of energy $E_q$, the pole of $G$ lies in the upper half plane. Closing the contour below picks up only $\omega=\nu-i\eta$, and the factors $i(-2\pi i)/2\pi=1$ leave

$$\delta\Sigma_v=\sum_{\mathbf q}\int_0^\infty\frac{d\nu}{\pi}\frac{B}{E-E_q+\nu}.$$

I evaluate this on shell, with $E$ at the undoped valence top. Then $E-E_q=\varepsilon_v=\hbar^2q^2/2m_v$, and the shift is upward. Partial fractions give

$$\int_0^\infty\frac{dy}{\pi}\frac{\varepsilon}{\varepsilon^2+y^2}\frac{2\nu}{\nu^2+y^2}
=\frac{\varepsilon\nu}{\nu^2-\varepsilon^2}\left(\frac1\varepsilon-\frac1\nu\right)=\frac1{\varepsilon+\nu}.$$

Since $|\delta W(q,iy)|=\int_0^\infty(d\nu/\pi)\,2\nu B/(\nu^2+y^2)$, the valence top rises by $P(m_v)$, where

$$P(m)=\sum_{\mathbf q}\int_0^\infty\frac{dy}{\pi}|\delta W(q,iy)|\frac{\varepsilon_m}{\varepsilon_m^2+y^2},\qquad \varepsilon_m=\frac{\hbar^2q^2}{2m}.$$

## Contribution of the conduction bottom

For an empty state the contour is closed above, and the denominator on shell is $-(\varepsilon_c+\nu)$. If all conduction states were empty, the shift would be $-P(m_c)$.

States with $q<k_F$ are filled. Each adds bare exchange $-W_0$, and its denominator becomes $\nu-\varepsilon_c$, taken as a principal value. Use

$$\frac1{\nu-\varepsilon_c}=-\frac1{\nu+\varepsilon_c}+\frac{2\nu}{\nu^2-\varepsilon_c^2}.$$

The first term completes $-P(m_c)$. The second integrates to $-\mathrm{Re}\,\delta W(q,\varepsilon_c)$ and joins $-W_0$ to make $-\mathrm{Re}\,W$. Hence

$$\delta\Sigma_c=-P(m_c)-X,\qquad X=\sum_{q<k_F}\mathrm{Re}\,W(q,\varepsilon_c(q)).$$

To find this $W$, continue $\Pi$ to real frequency. With $v=\omega/(hk_Fq)$,

$$\frac{\Pi}{N}=1-\frac{\sqrt{(x+v)^2-1}+\sqrt{(x-v)^2-1}}{2x},$$

each root behaving as its argument at large argument, with $v$ just above the real axis. On shell $v=x$, so the roots are $i\sqrt{1-q^2/k_F^2}$ and $-i$. Therefore

$$\Pi=N(1+iy_q),\qquad y_q=\frac{k_F}{q}\left(1-\sqrt{1-\frac{q^2}{k_F^2}}\right).$$

The Hartree potential moves both bands together and cancels. Exchange between valence and conduction states is neglected, as are the form factors within each band. The gap between the band edges changes by

$$\Delta E_g=-[P(m_c)+P(m_v)+X].$$

Filling the band up to the Fermi level is a separate effect and is not included.

## Why the shrinkage is nonlinear

At low density the important $q$ exceed $k_F$. Then $D\to\varepsilon_c$, and the occupied states sum to $n$:

$$\Pi=\frac{2n\varepsilon_c}{\varepsilon_c^2+\nu^2},\qquad
|\delta W|=\frac{W_0\,\omega_{pl}^2}{\nu^2+\omega_q^2},$$

$$\omega_{pl}^2=2n\varepsilon_cW_0,\qquad \omega_q^2=\omega_{pl}^2+\varepsilon_c^2.$$

One mode remains at each $q$. The integral used above, divided by $2\omega_q$, gives

$$P(m)=\frac12\sum_{\mathbf q}\frac{W_0\,\omega_{pl}^2}{\omega_q(\omega_q+\varepsilon_m)}.$$

This is the opening problem with $g_q^2=W_0\omega_{pl}^2/2\omega_q$, summed over modes.

First take $r_0q\ll\kappa$. Then $\omega_{pl}^2=2\pi ne^2hq/\kappa$, so the plasmon energy vanishes as $\sqrt q$. The ratio $\varepsilon_c^2/\omega_{pl}^2$ equals $(q/q_0)^3$ with

$$q_0=\left(\frac{8\pi ne^2}{\kappa h}\right)^{1/3}.$$

Below $q_0$ the soft mode responds so strongly that $\delta W(q,0)\approx-W_0$: the static interaction is almost fully cancelled, whatever the density. Density mainly sets how far in $q$ this cancellation extends. With $t=q/q_0$ and $s=\sqrt{1+t^3}$,

$$P(m)=\frac{e^2q_0}{2\kappa}I(m_c/m),\qquad I(\rho)=\int_0^\infty\frac{dt}{s(s+\rho t^{3/2})}.$$

Thus $P\propto n^{1/3}$, and its slope diverges as $n^{-2/3}$ when $n\to0$. In the full response with $r_0=0$ and the artificial density $10^{-12}\ \mathrm{nm^{-2}}$, this prefactor was tested and holds within 1 percent for both masses used below.

For equal masses, $s^2-t^3=1$ turns the integrand into $1-t^{3/2}/s$. Integrate by parts; the boundary term vanishes. With $z=t^3$,

$$I(1)=\frac32\int_0^\infty\frac{t^{3/2}dt}{(1+t^3)^{3/2}}=\frac12\int_0^\infty\frac{z^{-1/6}dz}{(1+z)^{3/2}}
=\frac{\Gamma(5/6)\Gamma(2/3)}{\sqrt\pi}=0.862.$$

Exchange is much weaker. Since $\mathrm{Re}\,W<1/N$ in $X$, and one spin-valley species holds $n/g_s$ electrons, $X<n/(g_sN)=E_F/g_s$. It vanishes linearly with $n$, faster than $P$.

## What static screening adds

Static screening replaces $|\delta W(q,iy)|$ by $|\delta W(q,0)|$. The frequency integral of the remaining factor is $1/2$, so each $P$ becomes

$$S=\frac12\sum_{\mathbf q}|\delta W(q,0)|.$$

Because $B\ge0$, $|\delta W(q,iy)|$ falls with $y$, and so $P(m)\le S$. For exchange,

$$\mathrm{Re}\,\frac1{W_0^{-1}+N+iNy_q}\le\frac1{W_0^{-1}+N}.$$

Within this model, static screening therefore overestimates the shrinkage at every density, not just at low density.

How large is the error as $n\to0$? For the single mode the static integrand is $1/s^2$, and

$$\int_0^\infty\frac{dt}{1+t^3}=\frac13\frac{\pi}{\sin(\pi/3)}=\frac{2\pi}{3\sqrt3}=1.209.$$

For $m_c=0.5$ and $m_v=0.6$ electron masses, $I=0.862$ for the electron and $0.901$ for the hole. The ratio of static to dynamic shrinkage tends to $2(1.209)/(0.862+0.901)=1.37$. It stays finite because recoil and plasmon energy scale together: at $q\sim q_0$ they are comparable, however small $n$ is.

A cruder static model fails much more severely. At zero frequency the Lindhard function equals $N$ for $q<2k_F$, but beyond that

$$\Pi(q,0)=N\left[1-\sqrt{1-4k_F^2/q^2}\right]\approx\frac{2Nk_F^2}{q^2}.$$

Thomas-Fermi screening keeps $\Pi=N$ at all $q$. Since $N$ does not depend on density in two dimensions, its $S$ does not either. For $r_0>0$ it predicts a finite shrinkage for a vanishing number of carriers, because it lets them screen at wavelengths much shorter than their spacing. For $r_0=0$ its $S$ even diverges logarithmically at large $q$.

## A second limit: strong sheet polarization

Now let $r_0q\gg\kappa$ at the upper end of the important range, still with $q\gg k_F$ there. Then $W_0\approx2\pi e^2/r_0q^2$, and the plasmon energy becomes flat: $\omega_{pl}^2=2\pi ne^2h/r_0$. It meets $\varepsilon_c$ at $q_1\propto n^{1/4}$. Integrating $W_0/2$ from $\kappa/r_0$ to $q_1$ gives, to leading logarithm,

$$P\approx\frac{e^2}{2r_0}\ln\frac{r_0q_1}{\kappa}.$$

This grows by $e^2/8r_0$ per unit of $\ln n$, more slowly than any power.

For equal masses put $w=\varepsilon_c/\omega_{pl}=(q/q_1)^2$, so $dq/q=dw/2w$. The static and dynamic weights are $1/(1+w^2)$ and $1-w/\sqrt{1+w^2}$. Their difference gives

$$S-P=\frac{e^2}{4r_0}\int_0^\infty dw\left[\frac1{\sqrt{1+w^2}}-\frac w{1+w^2}\right]=\frac{e^2\ln2}{4r_0}.$$

The last step uses $\mathrm{arsinh}\,w-\frac12\ln(1+w^2)\to\ln2$. Within this limit the absolute error is constant while the shrinkage keeps growing, so the relative error falls with density. The limit requires both $q_1\gg\kappa/r_0$ and $q_1\gg k_F$. Since $k_F\propto n^{1/2}$ eventually overtakes $q_1\propto n^{1/4}$, it can hold only in a window of densities. For the layer below, $k_F$ reaches $q_1$ when $r_0q_1/\kappa$ is only about 4, so the window never opens fully and the limit serves as a guide to the trend, not to the size of the error.

## Weighing the parts in an example

Take $m_c=0.5$, $m_v=0.6$, $g_s=4$, $r_0=4$ nm and $\kappa=4$, rough values for monolayer MoS$_2$ encapsulated in hBN. The full Lindhard response at zero temperature gives these shrinkages in meV:

| $n$ (cm$^{-2}$) | dynamic | static | Thomas-Fermi |
|---|---|---|---|
| $10^{11}$ | 91 | 119 | 488 |
| $10^{12}$ | 158 | 206 | 488 |
| $10^{13}$ | 255 | 329 | 493 |

From $10^{11}$ to $10^{12}$ the dynamic value grows by a factor 1.75, against 10 for a linear law and 2.15 for $n^{1/3}$. The local exponent falls from 0.26 to 0.19 across the table. At $10^{12}$, $r_0q_0/\kappa=4(0.84)/4=0.84$, so the example lies between the two limits.

The static-to-dynamic ratio falls from 1.32 to 1.29. The low-density excess is thus the larger one in relative terms, but the trend is slight. In absolute terms the excess grows, from 29 to 74 meV. The fall comes from $r_0$, as the second limit suggests, and finite $k_F$ opposes it. Over the same densities the single-mode formula, which leaves out finite $k_F$, gives a steeper fall from 1.30 to 1.23, while the full response with $r_0=0$ gives a rise from 1.38 to 1.42. The strong failure at low density belongs to Thomas-Fermi screening, which at $10^{11}$ gives over five times the dynamic result. The Thomas-Fermi column draws on large $q$ and is not fixed to three digits: cutting the sum at 12 or 8 nm$^{-1}$, the scale of the Brillouin zone, lowers 488 to 478 or 467 meV, while the other two columns do not move. The form of $W_0$ also fails once $q$ exceeds the inverse layer thickness. A dielectric slab 0.65 nm thick with the same $\kappa$ and $r_0$, charges at its centre and the sum cut at 8 nm$^{-1}$, gives dynamic values of 92, 163 and 273 meV and a Thomas-Fermi value near 640 meV.

At $10^{12}$ the parts are

$$P(m_c)+P(m_v)+X=77.6+80.3+0.5=158.4\ \mathrm{meV}=0.158\ \mathrm{eV}.$$

The heavier hole recoils less and shifts slightly more. The static sum is $2(102.6)+0.6=205.8$ meV, which is 30 percent above the dynamic one. Exchange plays almost no part, in agreement with $E_F/g_s=2.4/4=0.6$ meV.

At $q=0.1\ \mathrm{nm^{-1}}$ the plasmon has 17.9 meV and the hole recoil 0.6 meV, so static screening is nearly right. At $0.5\ \mathrm{nm^{-1}}$ they are 41.4 and 15.9 meV, and the static gain from the plasmon mode is too large by a factor $1+15.9/41.4=1.38$. As a test of this cause, giving the hole a mass of $10^5$ electron masses, with the carriers unchanged, brings $P$ to within 1 percent of $S$.

## How much of it is the plasmon

In the full response, a plasmon is an undamped solution of $1+W_0\Pi=0$ above the pair continuum. Near it $W\approx[\Pi'(\omega_q)(\omega-\omega_q)]^{-1}$, where the prime means $\partial/\partial\omega$, so the pole contributes $[\Pi'(\omega_q)(\omega_q+\varepsilon_m)]^{-1}$ to $P$ at that $q$. The continuum edge is $v=1+x$. There $\Pi=N[1-\sqrt{1+2k_F/q}]$, and the mode ends when

$$W_0N\left[\sqrt{1+2k_F/q}-1\right]=1.$$

At $10^{12}$ this happens at $q=0.90\ \mathrm{nm^{-1}}$, about five times $k_F$. The undamped plasmon supplies 84 percent of $P(m_c)+P(m_v)$; pair excitations supply the rest. The single-mode formula gives 159 meV for this sum, against 158 meV from the full response.

## What the on-shell energy means

For one particle coupled linearly to harmonic modes, at zero total momentum, the particle's momentum is opposite to that of the modes:

$$H=\sum_q\left[\omega_qa_q^\dagger a_q+g_q(a_q+a_q^\dagger)\right]+\frac{\hbar^2}{2m}\left(\sum_q\mathbf q\,a_q^\dagger a_q\right)^2.$$

Try a coherent state with amplitudes $-f_q$, equal for $\mathbf q$ and $-\mathbf q$. Normal ordering the square gives $\sum\varepsilon_mf_q^2$ plus a term in $|\sum\mathbf qf_q^2|^2$, which vanishes. Minimizing $\sum[(\omega_q+\varepsilon_m)f_q^2-2g_qf_q]$ gives $f_q=g_q/(\omega_q+\varepsilon_m)$. Dropping the non-negative kinetic term instead gives a lower bound. Thus

$$-\sum_q\frac{g_q^2}{\omega_q}\le E\le-\sum_q\frac{g_q^2}{\omega_q+\varepsilon_m}.$$

Static screening overestimates the gain in this model even beyond second order, and the on-shell result does not overestimate it. For two opposite modes with $\omega=\varepsilon=1$ and $g=1.2$, numerical diagonalization gives $-1.77$, between $-2.88$ and $-1.44$.

Solving the Dyson equation with one-boson emission puts the shift itself into the denominator. It gives $-0.97$ in the two-mode case, which is farther from the diagonalized energy. For the monolayer hole at $10^{12}$ it gives 38 meV instead of 80 meV. The self-energy slope at the on-shell energy has magnitude about 3.7 (a difference over 0.1 meV gives 3.57, because the slope changes quickly there), so the coupling is strong and the choice of GW prescription matters. The bounds concern a distinguishable particle and harmonic modes; they do not bound the energy of the real electron liquid.

## The model beside a real layer

The density $10^{11}\ \mathrm{cm^{-2}}$ is the dilute end of the table. There $r_s=m_ce^2/(\kappa\hbar^2\sqrt{\pi n})=42$, so even a clean layer may form a Wigner crystal at low temperature, and disorder can localize the carriers. In either case the uniform liquid assumed here fails. These effects are not sized. Even at $10^{12}$, $r_s=13$, far from weak coupling; a Hubbard local field $G$, used in test-charge form for both hole and electron, raises the shrinkage from 158 to 182 meV. A vertex factor $1-G$ for the conduction electron gives 166 meV instead, and $(1-G)^2$ without the spin term gives 153 meV, so neither the size nor the sign of this correction is settled. Surroundings matter as much: with other parameters fixed, $\kappa=5$, a rough allowance for more lattice polarization in hBN, gives 129 meV, and a suspended layer with $\kappa=1$ gives 446 meV. Spin splitting that reduces $g_s$ to 2 changes the result by only 1 meV. At $10^{12}$ and 4 K, $k_BT/E_F=0.14$, but at 300 K it is 10.8; at $10^{11}$ both are ten times larger, so that row is not degenerate even at 4 K. At 300 K the static $S$ falls to 0.79 of its zero-temperature value at $10^{12}$ and to 0.45 at $10^{11}$; thermal plasmon absorption and emission are not included in that estimate. The calculated quantity is the quasiparticle gap. An optical absorption peak also contains the exciton binding energy, which screening changes too, so its shift cannot be read from these numbers. The remaining values are in the numerical output.

## Numbers as computed

```
Rough inputs: m_c=0.5 m_e, m_v=0.6 m_e, g=4
Rough inputs: kappa=4.0, r0=4.0 nm, T=4 K
Columns: density cm^-2; shrinkage meV dynamic, static;
  static/dynamic; Thomas-Fermi meV; local exponent
1e+11     90.6    119.2   1.316    487.8   0.259
3e+11    119.4    156.1   1.307    488.0   0.244
1e+12    158.4    205.8   1.300    488.4   0.225
3e+12    200.8    260.0   1.295    489.5   0.207
1e+13    254.8    329.0   1.291    493.4   0.189
Dynamic shrinkage per 1e12 cm^-2, meV, same densities:
  905.9 398.1 158.4 66.9 25.5
Details at 1e12 cm^-2:
kF = 0.1772 nm^-1; q0 = 0.8405 nm^-1
Fermi energy = 2.394 meV; r_s = 13.33
P conduction = 77.56 meV; P valence = 80.31 meV
Static S per band = 102.61 meV
Exchange X dynamic = 0.495 meV; static = 0.590 meV
Total dynamic shrinkage = 158.4 meV = 0.1584 eV
q=0.1 nm^-1: plasmon 17.87 meV, hole recoil 0.63 meV
q=0.3 nm^-1: plasmon 29.93 meV, hole recoil 5.71 meV
q=0.5 nm^-1: plasmon 41.36 meV, hole recoil 15.87 meV
Undamped plasmon ends at q = 0.899 nm^-1
Undamped plasmon share of P sum = 84.1 percent
Single-mode P sum = 159.1 meV; full = 157.9 meV
Low-density integrals: I_c=0.8624, I_v=0.9006, static=1.2092
Low-density static/dynamic limit = 1.3718
Two-mode test energies in units of the mode energy:
  no recoil -2.8800, exact diagonalization -1.7719
  on-shell -1.4400, one-boson Dyson -0.9698
Sizes of neglected effects and alternatives at 1e12 cm^-2:
kT/EF at 4 K = 0.144; at 300 K = 10.80
Static S at 300 K / S at 0 K = 0.788
Shrinkage with g=2 = 157.5 meV
Shrinkage with kappa=5 = 128.5 meV
Suspended, kappa=1 = 446.0 meV
With Hubbard local field = 181.9 meV
Valence shift: on-shell 80.3 meV, Dyson 37.9 meV
Valence self-energy slope magnitude = 3.57
(Plasmon at 0.5 nm^-1 / rough 2 eV gap)^2 = 4.28e-04
```
